\section*{Midgap tunnelling through a Schottky barrier: massive Dirac versus parabolic bands}

A Schottky contact to a narrow-gap channel is easily modelled with the wrong tunnelling exponent. Suppose that the effective mass at the conduction-band edge, the barrier height and the field are all known, and that they are inserted in the formula for a triangular barrier with a parabolic band. If the electron enters at midgap and the channel has a massive Dirac spectrum, that exponent is too large by about 20 percent of its true value. The error sits in an exponential: in the carbon-ribbon example below, that exponential comes out too small by a factor of about 2.5. The mass is correct at the band edge, but most of the tunnelling path lies far from that edge.

Let the metal fill $x<0$ and the channel $x>0$. Energies are measured from midgap at the interface, $D$ is half the band gap, $v$ is the Dirac velocity, and $e>0$. A uniform field of magnitude $F$ lowers the electron energy into the channel, so the local midgap energy is $U(x)=-eFx$. For motion along $x$, in a single subband or at normal incidence in a sheet, the wave equation is
\begin{equation}
\left[-i\hbar v\sigma_x\frac{d}{dx}+D\sigma_z+U(x)-E\right]\psi=0 ,
\end{equation}
with Pauli matrices $\sigma_x,\sigma_z$. Where $U$ is constant, a plane wave $e^{ikx}$ turns the first two terms into $\hbar vk\sigma_x+D\sigma_z$. The two matrices anticommute and each squares to one, so the square of this sum is $D^2+\hbar^2v^2k^2$, and
\begin{equation}
E-U=\pm\sqrt{D^2+\hbar^2v^2k^2}.
\end{equation}
Near the conduction edge the expansion of the root gives
\begin{equation}
E-U\simeq D+\frac{\hbar^2v^2k^2}{2D}
\equiv D+\frac{\hbar^2k^2}{2m},
\qquad m=\frac{D}{v^2}.
\end{equation}
This $m$ is the edge mass. The parabolic band used for comparison keeps this mass, the barrier height $D$ and the field $F$ fixed.

Inside the barrier the wave decays. Write $\psi=\chi(x)\exp[-\int_0^x\kappa\,dx']$ and let $w(x)=E-U(x)$ be the electron energy measured from the local midgap. The derivative acts on both factors, which gives
\begin{equation}
\left(i\hbar v\kappa\sigma_x+D\sigma_z-w\right)\chi
=i\hbar v\sigma_x\frac{d\chi}{dx}.
\end{equation}
The spinor $\chi$ changes over the barrier length $D/(eF)$. Compared with $D\chi$, the right side is therefore of relative size $1/g$, where
\begin{equation}
g=\frac{D^2}{\hbar v eF}.
\end{equation}
For large $g$ it is dropped at leading order. A nonzero $\chi$ then requires a vanishing determinant:
\begin{equation}
\begin{vmatrix} D-w & i\hbar v\kappa\\ i\hbar v\kappa & -D-w\end{vmatrix}
=-(D^2-w^2)+\hbar^2v^2\kappa^2=0 ,
\end{equation}
and hence
\begin{equation}
\kappa_D=\frac{\sqrt{D^2-w^2}}{\hbar v}.
\end{equation}
For the parabolic band, $k=i\kappa$ in $w=D+\hbar^2k^2/(2m)$ gives
\begin{equation}
\kappa_P=\frac{\sqrt{2m(D-w)}}{\hbar}
=\frac{\sqrt{2D(D-w)}}{\hbar v},
\end{equation}
where $m=D/v^2$ was used in the second form. Since $D^2-w^2=(D-w)(D+w)$,
\begin{equation}
\frac{\kappa_D}{\kappa_P}=\sqrt{\frac{1+w/D}{2}} .
\label{kratio}
\end{equation}
The ratio is one at the conduction edge, $w=D$, and $1/\sqrt2$ at midgap, $w=0$. The Dirac decay rate has to return to zero at the valence edge, $w=-D$, so its curve bends over and is flat at midgap. The parabolic band knows of no valence band, and its decay rate keeps growing as the energy falls.

The amplitude falls by $\exp(-\int\kappa\,dx)$ and the probability by its square. The exponent in $T\sim e^{-S}$ is therefore $S=2\int\kappa\,dx$, taken from the interface to the point where $w=D$. For midgap injection $E=0$, so $w=eFx$, $dx=dw/(eF)$, and $w$ runs from $0$ to $D$. In the Dirac case the substitution $w=D\sin\theta$ gives
\begin{align}
S_D&=\frac{2}{eF\hbar v}\int_0^D\sqrt{D^2-w^2}\,dw
=\frac{2D^2}{eF\hbar v}\int_0^{\pi/2}\cos^2\theta\,d\theta\nonumber\\
&=\frac{\pi D^2}{2eF\hbar v}
=\frac{\pi\sqrt m\,D^{3/2}}{2eF\hbar}.
\label{SD}
\end{align}
The last form follows from $1/v=\sqrt{m/D}$. In the parabolic case
\begin{equation}
S_P=\frac{2\sqrt{2m}}{eF\hbar}\int_0^D\sqrt{D-w}\,dw
=\frac{4\sqrt{2m}\,D^{3/2}}{3eF\hbar}.
\label{SP}
\end{equation}
Mass, barrier and field cancel in the quotient:
\begin{equation}
\frac{S_D}{S_P}=\frac{\pi}{2}\,\frac{3}{4\sqrt2}
=\frac{3\pi}{8\sqrt2}\simeq0.833 .
\label{main}
\end{equation}
The Dirac exponent is thus the parabolic one multiplied by $0.833$, a decrease of 16.7 percent. The number $3\pi/(8\sqrt2)$ is the factor that remains, not the amount removed.

The terms left out do not alter this ratio at large $g$. Expressed in the variable $w/D$, the first correction to $\chi$ accumulates over a fixed interval and contributes to $\ln T$ a term that does not grow with $g$. Close to $w=D$ the expansion fails, because $\kappa$ vanishes there. With $\eta=1-w/D$, the exponent collected within a distance $\eta$ of the edge is of order $g\eta^{3/2}$; the expansion fails where this is of order one, so that layer too changes only the prefactor. The ratio can also be obtained without the WKB approximation. I solved the Dirac equation numerically with a gapless lead, and the parabolic equation with Airy functions and a lead whose wave number equals $\kappa_P$ at the interface. Between $g=20$ and $g=30$, the two changes of $\ln T$ have the ratio $0.83302$, against $0.83304$ from Eq.~(\ref{main}).

The factor belongs to midgap injection. Let the electron enter at $E=sD$ instead, with $-1\le s<1$. Now $w$ runs from $sD$ to $D$, and $w=D\cos\theta$ gives
\begin{align}
S_D(s)&=\frac{2D^2}{eF\hbar v}\int_0^{\arccos s}\sin^2\theta\,d\theta
\nonumber\\
&=\frac{D^2}{eF\hbar v}\left[\arccos s-s\sqrt{1-s^2}\right],\\
S_P(s)&=S_P\,(1-s)^{3/2}.
\end{align}
By Eq.~(\ref{kratio}) the ratio $S_D(s)/S_P(s)$ is an average of $\sqrt{(1+w/D)/2}$ over the path. It lies between $\sqrt{(1+s)/2}$ and one, and so tends to one as $s\to1$. At $s=0.5$ it is already $0.921$. For a low barrier, with the Fermi level near the conduction edge, the edge mass alone is therefore a better guide. It suffices when the difference $S_P(s)-S_D(s)$ is small compared with one. In the ribbon example below this difference is 0.16 at $s=0.5$, but in a field five times weaker it would be 0.8. In the opposite limit, $s=-1$, the electron crosses the whole gap. The Dirac exponent is then $2S_D$, the parabolic one is $2^{3/2}S_P$, and their ratio falls to $3\pi/16\simeq0.59$.

The result also affects a barrier height deduced from data. Suppose that the slope of $\ln T$ against $1/F$ is known, together with $m$ and the true field, and is read with Eq.~(\ref{SP}) although the band is of Dirac type. At fixed $m$ both exponents vary as $D^{3/2}$, so the inferred height is $(0.833)^{2/3}D\simeq0.89D$, about 11 percent too low. This figure holds for midgap injection through a uniform field at low temperature. Heat and the shape of the barrier also change the slope. In the decaying field treated below, with the total drop fixed, the Dirac exponent even exceeds the parabolic one of the uniform field, and at low temperature the same reading would give a height about 6 percent too large. Heat works the other way: with $e^{-S}$ averaged over the thermal window at 300 K, as below, the slope near 0.5 MV/cm gives about $0.76D$ for the uniform field and $0.79D$ for the decaying one.

A graphene ribbon with armchair edges shows the sizes involved. Its edges fix the transverse wave number. A massless cone cut at a fixed transverse wave number $k_t\neq0$ has the energy $\pm\hbar v\sqrt{k_t^2+k^2}$, which is a massive Dirac band with $D=\hbar v|k_t|$. I take a ribbon 15 dimer lines wide, 1.72 nm between its outer lines, in a nearest-neighbour tight-binding model with hopping 2.7 eV and bond length 0.142 nm. Diagonalization gives $D=0.300$ eV, an edge mass of $0.0622$ electron masses, $v=9.21\times10^5$ m/s and $\hbar v=0.606$ eV nm. This $v=\sqrt{D/m}$ belongs to the subband. The lattice warps the cone, so it lies 5 percent above the cone value of the model, $\hbar v=0.575$ eV nm, and $D=\hbar v|k_t|$ holds only approximately: with $|k_t|=0.532$ nm$^{-1}$ the cone gives 0.306 eV. In a field of 0.5 MV/cm, $eF=0.05$ eV/nm and the barrier is $0.300/0.05=6.0$ nm long. The exponents are
\begin{align}
S_D&=\frac{\pi(0.3001)^2}{2(0.05)(0.6062)}=4.67,\\
S_P&=\frac{4\sqrt2\,(0.3001)^2}{3(0.05)(0.6062)}=5.60 .
\end{align}
The second line uses $\sqrt m=\sqrt D/v$ in Eq.~(\ref{SP}). The exponentials are $9.4\times10^{-3}$ and $3.7\times10^{-3}$, so the Dirac exponential is larger by a factor $e^{S_P-S_D}=2.55$.

Here $g=2S_D/\pi$ is about 3, which is not very large, and the prefactor deserves a look. The wave equations, with the leads described above, give $T=1.86\times10^{-2}$ and $7.4\times10^{-3}$. Both are close to twice $e^{-S}$, and the gain becomes 2.51. The prefactors nearly cancel for this pair of leads; they need not do so for another pair. A parabolic lead with three times the wave number raises the gain to 4.4. On the lattice, halving the hopping at the contact changes the Dirac transmission three- to fourfold, up or down according to how the ribbon ends. The contact can thus change $T$ by more than the gain itself. For the exponent the lattice matters little: with the decay rate taken from the ribbon Hamiltonian at imaginary wave number, the Dirac exponent changes from 4.667 to 4.665.

Temperature matters more. Since $S(E)=(2/eF)\int_E^D\kappa(w)\,dw$, differentiation with respect to the lower limit gives
\begin{equation}
\frac{dS}{dE}=-\frac{2\kappa(E)}{eF}.
\end{equation}
At midgap the decay rates are 0.495 and 0.700 nm$^{-1}$, so the exponents fall by 19.8 and 28.0 per eV, again in the ratio $1:\sqrt2$. (The output lists these energy slopes by magnitude, without the minus sign.) At small bias and fixed field, the conductance weights $e^{-S(E)}$ with $-df/dE$, where $f$ is the Fermi function of the metal. This window is even about the Fermi level. If $S$ is linearized with slope $-c$, the mean of $e^{cE}$ equals that of $\cosh(cE)$, which increases with $c$. Heat therefore helps the parabolic band more. With the full $S(E)$ at 300 K, the means are $1.46\times10^{-2}$ and $8.0\times10^{-3}$, and the gain drops from 2.55 to 1.82. Emission over the top of this bare barrier has a weight of only $9\times10^{-6}$. The image force treated next lowers the top to 0.166 eV, which raises that weight to about $1.6\times10^{-3}$.

The image force acts in the same direction. For a plane metal contact and a surrounding relative permittivity $\epsilon_r=4$, I treat the image energy as a rigid downward shift of both bands, which is a rough description inside a gap. Then
\begin{equation}
w(x)=eFx+\frac{A}{x},\qquad
A=\frac{e^2}{16\pi\epsilon_0\epsilon_r}.
\end{equation}
The minimum of $w$ lies at $x=\sqrt{A/(eF)}$ and equals $2\sqrt{AeF}=0.134$ eV, which is the lowering of the barrier. Between the two points where $w=D$, the exponents are 3.73 and 4.17. Their ratio is 0.896 and the gain in the exponential is about 1.5. The barrier now rises steeply near the metal, so the prefactors, which depend on the lead, change the gain in the full transmission, and the value 1.5 compares the exponentials only. With the leads described above and the image term cut off between 0.05 and 0.3 nm from the metal, the wave equations give a gain of 1.2 to 1.4. The rise of the ratio follows from Eq.~(\ref{kratio}): the electron now stays at $w/D\ge0.447$, where $\kappa_D/\kappa_P$ is at least 0.85.

A field that weakens into the channel lengthens the barrier. With the same field at the interface and a total drop $V=0.6$ eV,
\begin{equation}
w(x)=V\left(1-e^{-eFx/V}\right),\qquad
\frac{dw}{dx}=eF\left(1-\frac wV\right).
\end{equation}
The barrier grows to 8.3 nm and the exponents to 6.11 and 7.21. Their ratio, 0.847, is only slightly above the uniform-field value. The path integral now carries the weight $1/(1-w/V)$, which favours energies near the conduction edge, where the two decay rates approach each other. Although the ratio is closer to one, the difference of the exponents is larger, and the gain rises to about 3.0.

Two further channels are weak in this example. The second subband has its edge at 0.63 eV and a midgap exponent of 25. Tunnelling across the full gap has $2S_D=9.33$, and its exponential, $8.8\times10^{-5}$, is about one percent of that for midgap injection. In a stronger field this margin shrinks, because both exponents vary as $1/F$.

In a wide sheet the wave number $k_y$ along the contact is conserved and has to be summed over. Let $q=\hbar vk_y/D$. The Dirac spectrum then has $D^2$ replaced by $D^2(1+q^2)$, and the quarter disc in Eq.~(\ref{SD}) grows in the same proportion. The parabolic edge rises by $\hbar^2k_y^2/(2m)=Dq^2/2$. Hence
\begin{equation}
S_D\to S_D(1+q^2),\qquad
S_P\to S_P\left(1+\frac{q^2}{2}\right)^{3/2}.
\end{equation}
For small $q$ the increments are $S_Dq^2$ and $\tfrac34S_Pq^2$, in the ratio $\pi/(2\sqrt2)\simeq1.11$. The Dirac electrons are thus confined to a slightly narrower range of angles. If the bands of the example belonged to a wide sheet, integration of the exponentials over $k_y$ would lower the zero-temperature gain from 2.55 to 2.47.

As a description of a real contact, the example is a sketch. The ribbon stands for a narrow graphene channel, and 0.5 MV/cm is an assumed round value for the field at a short contact. The tight-binding gap omits edge relaxation and electron interaction, each of which can shift it by more than 10 percent. Edge bonds 12 percent stronger, for instance, lower $D$ to 0.247 eV and the gain to 1.9, while $v$ changes by 1 percent and the ratio stays at 0.833. Electron interaction widens the gap, in a free-standing ribbon by far more than 10 percent. At fixed $v$ both exponents scale as $D^2$, so a gap 10 percent wider would raise each by 21 percent and leave their ratio unchanged. The gain $e^{S_P-S_D}$ does change with the gap, and the value 2.55 belongs to the gap and field chosen here. Real contacts also depart from the bare uniform field. In the estimates above, image lowering and a decaying field, taken one at a time, move the ratio to 0.90 and 0.85 and the zero-temperature gain to 1.5 and 3.0. Heat lowers both gains, as it does in the uniform field. Disorder and metal-induced gap states are not included, and they can open paths that this exponent does not describe. In channels whose gap is shaped by more than two bands, $\kappa(w)$ has to be taken from their own complex band structure, and the factor 0.833 need not hold. The numerical output below lists the values used here.

\section*{Calculated quantities}
\begin{verbatim}
hopping = 2.7 eV, bond = 0.142 nm, dimer lines = 15
ribbon width between outer lines = 1.72 nm
half gap D = 0.3001 eV, gap = 0.6002 eV
edge mass = 0.0622 electron masses
velocity v = 9.210e+05 m/s, hbar*v = 0.6062 eV nm
field = 0.5 MV/cm, barrier length = 6.00 nm
kappa at midgap, Dirac = 0.4950 1/nm
kappa at midgap, parabolic = 0.7000 1/nm
exponent S, Dirac = 4.6665 (quadrature 4.6665)
exponent S, parabolic = 5.6018 (quadrature 5.6018)
ratio 3 pi/(8 sqrt 2) = 0.83304
decrease of exponent = 16.70 percent
ratio from wave equations = 0.83302
exponent ratio at s=0.5: 0.9213, at s=0.999: 0.99985
exp(-S), Dirac = 9.405e-03
exp(-S), parabolic = 3.691e-03
gain exp(S_P - S_D) = 2.548
wave-equation T, Dirac = 1.863e-02, prefactor = 1.981
wave-equation T, parabolic = 7.426e-03, prefactor = 2.012
exponent with lattice band = 4.6649
energy slope of S, Dirac = 19.80 1/eV
energy slope of S, parabolic = 28.00 1/eV
kT at 300 K = 0.02585 eV
300 K mean of exp(-S), Dirac = 1.462e-02
300 K mean of exp(-S), parabolic = 8.015e-03
gain at 300 K = 1.824
over-barrier thermal weight at 300 K = 9.10e-06
image force: relative permittivity = 4.0, lowering = 0.134 eV
S with image force: Dirac = 3.734, parabolic = 4.168
exponent ratio with image force = 0.8957
decaying field: total drop = 0.6 eV, barrier length = 8.32 nm
S with decaying field: Dirac = 6.108, parabolic = 7.214
exponent ratio with decaying field = 0.8468
second subband: edge = 0.6335 eV, S = 25.06
full-gap tunnelling: S = 9.333, exp(-S) = 8.84e-05
gain for a wide sheet, averaged over ky = 2.465
\end{verbatim}
